# Cost of Bethe-Salpeter optical spectra: diagonalization versus Lanczos iteration, part 1

(Sections cited here and not found follow in the second part.)

**Question.** An optical spectrum is to be computed from the Bethe-Salpeter equation with 4 valence bands, 4 conduction bands and a grid of \(20^3\) k points. How much memory and how many operations does it take to store the matrix and diagonalize it, how much do matrix-vector iterations save, and how do the costs scale?

## Definitions and conventions

Hartree atomic units are used. The basis consists of electron-hole pairs \(|vc\mathbf k\rangle\), an electron moved from valence band \(v\) to conduction band \(c\) at the same \(\mathbf k\), so the dimension is \(N=N_vN_cN_k\). With a static screened interaction, in the spin-singlet sector, and in the Tamm-Dancoff approximation (no coupling to de-excitations), the equation is the eigenvalue problem of the Hermitian matrix
\[
H_{vc\mathbf k,v'c'\mathbf k'}=(e_{c\mathbf k}-e_{v\mathbf k})\,\delta_{vv'}\delta_{cc'}\delta_{\mathbf k\mathbf k'}+2K^x_{vc\mathbf k,v'c'\mathbf k'}-K^d_{vc\mathbf k,v'c'\mathbf k'} ,
\]
where \(e\) are band energies, \(K^d\) is the screened electron-hole attraction and \(K^x\) the exchange term. The kernels couple every pair to every other, so \(H\) is dense. Crystal symmetry is not used.

Let \(d\) be the vector of dipole matrix elements, normalized to \(d^\dagger d=1\), and let \(E_\lambda\), \(y_\lambda\) be the eigenvalues and eigenvectors of \(H\). With \(z=\omega+i\eta\) and a broadening \(\eta>0\),
\[
G(z)=d^\dagger (z-H)^{-1}d=\sum_\lambda\frac{f_\lambda}{z-E_\lambda},\qquad f_\lambda=|y_\lambda^\dagger d|^2,\qquad \sum_\lambda f_\lambda=1 .
\]
Since \(\mathrm{Im}\,(\omega-E+i\eta)^{-1}=-\eta/[(\omega-E)^2+\eta^2]\), the function \(S(\omega)=-\mathrm{Im}\,G/\pi\) is a sum of unit-area Lorentzians with weights \(f_\lambda\). With \(d\) built from position matrix elements, the resonant part of the imaginary dielectric function is proportional to it; the absorption coefficient carries a further factor of \(\omega\) divided by the refractive index.

A complex number in double precision takes 16 bytes. One complex multiply-add (cmadd) takes 4 real multiplications and 4 real additions, that is 8 flops. 1 GB is \(10^9\) bytes.

## Storage

The full matrix takes \(16N^2\) bytes. Hermiticity fixes the upper triangle from the lower, which has \(N(N+1)/2\) elements and takes \(8N(N+1)\) bytes. All eigenvectors fill \(16N^2\) bytes, which on the route counted below are held in addition to the matrix; solvers that accumulate the transformations in place overwrite the full matrix with them instead. One vector takes \(16N\) bytes. Without the Tamm-Dancoff approximation the dimension is \(2N\), which multiplies full storage by 4 and, at the same prefactor, a cubic count by 8, and the matrix is no longer Hermitian. It is fixed by one Hermitian and one symmetric \(N\times N\) block, so two triangles suffice to hold it.

## Cost of diagonalization

The standard route brings \(H\) to tridiagonal form by Householder reflections. At one step let \(x\) be the \(m\) elements of the current column below the diagonal, and set \(a=-(x_1/|x_1|)\,\|x\|\), \(u=(x-ae_1)/\|x-ae_1\|\), \(P=1-2uu^\dagger\). The matrix \(P\) is Hermitian and \(P^2=1-4uu^\dagger+4uu^\dagger=1\), so it is unitary. Because \(a^*x_1\) is real and \(|a|=\|x\|\), one has \(\|x-ae_1\|^2=2(\|x\|^2-a^*x_1)\) and \((x-ae_1)^\dagger x=\|x\|^2-a^*x_1\). Hence \(2uu^\dagger x=x-ae_1\) and \(Px=ae_1\): the column is cleared below its first element.

The remaining \(m\times m\) Hermitian block \(B\) becomes \(PBP=B-2uu^\dagger B-2Buu^\dagger+4u(u^\dagger Bu)u^\dagger\). With \(p=2Bu\), for which \(u^\dagger p=2u^\dagger Bu\) is real, this is \(B-up^\dagger-pu^\dagger+2(u^\dagger p)uu^\dagger\). Defining \(w=p-(u^\dagger p)u\) absorbs the last term:
\[
PBP=B-uw^\dagger-wu^\dagger .
\]
The product \(Bu\) costs \(m^2\) cmadd. The update costs 2 cmadd for each of the \(m(m+1)/2\) triangle elements. Work of order \(m\) is neglected. The block size runs from \(N-1\) down to 2, and with \(\sum_{m=1}^{N-1}m^2=(N-1)N(2N-1)/6\) and \(\sum_{m=1}^{N-1}m=N(N-1)/2\),
\[
\sum_{m=2}^{N-1}(2m^2+m)=\frac{(N-1)N(2N-1)}{3}+\frac{N(N-1)}{2}-3\;\to\;\tfrac23N^3 .
\]
The eigenvectors of the tridiagonal matrix are carried back by the reflections. One reflection acting on one column segment \(s\) of length \(m\) costs \(m\) cmadd for \(u^\dagger s\) and \(m\) for the subtraction, and there are \(N\) columns:
\[
\sum_{m=2}^{N-1}2mN=N^2(N-1)-2N\;\to\;N^3 .
\]
The total is \(\tfrac53N^3\) cmadd, or \(\tfrac{40}{3}N^3\) flops. The tridiagonal problem itself is not counted, so this is a lower bound for this route with all eigenvectors. If only the weights \(f_\lambda\) are wanted, the reflections can be applied to \(d\) alone at a cost of order \(N^2\), but the \(\tfrac23N^3\) of the reduction remains. For \(N=30\) the formulas give \(17110+435-3=17542\) and \(26100-60=26040\) cmadd, the same numbers that were counted in an explicit diagonalization of a random Hermitian matrix.

## Lanczos-Haydock iteration

Start from \(q_1=d\), with \(q_0=0\), and define
\[
\alpha_j=q_j^\dagger Hq_j,\qquad \beta_jq_{j+1}=Hq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},
\]
with \(\beta_j\ge0\) chosen so that \(\|q_{j+1}\|=1\). The vectors are orthonormal, by induction. Suppose \(q_1,\dots,q_j\) are. For \(i<j\), Hermiticity and the recurrence for \(q_i\) give \(q_i^\dagger Hq_j=(Hq_i)^\dagger q_j=(\beta_{i-1}q_{i-1}+\alpha_iq_i+\beta_iq_{i+1})^\dagger q_j\). This vanishes for \(i<j-1\) and equals \(\beta_{j-1}\) for \(i=j-1\), where the subtracted term cancels it. For \(i=j\) the term \(\alpha_j\) cancels the overlap. Only three vectors are held at a time.

Collect \(q_1,\dots,q_M\) as columns of \(Q\), and let \(T\) be the real \(M\times M\) tridiagonal matrix with diagonal \(\alpha_j\) and off-diagonal \(\beta_1,\dots,\beta_{M-1}\). The recurrence reads
\[
HQ=QT+\beta_Mq_{M+1}e_M^{\mathsf T}.
\]
Each factor of \(T\) reaches one row further down, so \(e_M^{\mathsf T}T^je_1=0\) for \(j\le M-2\), and \(e_M^{\mathsf T}T^{M-1}e_1=\beta_1\cdots\beta_{M-1}\). Applying the relation repeatedly to \(d=Qe_1\) gives \(H^jd=QT^je_1\) for \(j\le M-1\), and \(H^Md=QT^Me_1+\beta_1\cdots\beta_M\,q_{M+1}\). Write a moment as \(d^\dagger H^{i+j}d=(H^id)^\dagger(H^jd)\) and use \(Q^\dagger Q=1\), \(Q^\dagger q_{M+1}=0\). For \(i\le M-1\), \(j\le M\) the extra term drops out, and for \(i=j=M\) it survives:
\[
d^\dagger H^{l}d=(T^{l})_{11}\quad(l\le 2M-1),\qquad d^\dagger H^{2M}d=(T^{2M})_{11}+(\beta_1\cdots\beta_M)^2 .
\]
The approximation is \(G_M=[(z-T)^{-1}]_{11}\). Let \(D_j\) be the determinant of rows and columns \(j,\dots,M\) of \(z-T\), with \(D_{M+1}=1\). Cramer's rule gives \(G_M=D_2/D_1\), and expansion along the first row gives \(D_j=(z-\alpha_j)D_{j+1}-\beta_j^2D_{j+2}\). For \(g_j=D_{j+1}/D_j\) this is the continued fraction
\[
g_M=\frac1{z-\alpha_M},\qquad g_j=\frac{1}{z-\alpha_j-\beta_j^2g_{j+1}},\qquad G_M=g_1 .
\]
The coefficients do not depend on \(\omega\) or \(\eta\), so one run serves all frequencies. A step costs one product \(Hq_j\), which is \(N^2\) cmadd for a stored matrix. The vector operations (an inner product at \(8N\) flops, two subtractions and a norm at \(4N\) each, a scaling at \(2N\)) add \(22N\) flops and are left out of the totals.

## How many steps

Let all \(E_\lambda\) lie in an interval of width \(\Delta=2h\) centred at \(E_0\). The eigenvalues \(\theta_i\) of \(T=Q^\dagger HQ\) are expectation values of \(H\) in normalized vectors, so they lie in the same interval. Also \(G_M=\sum_i\tilde f_i/(z-\theta_i)\), with \(\tilde f_i\ge0\) the squared first components of the eigenvectors of \(T\), which sum to 1. By the moment identity, \(\sum_\lambda f_\lambda\,p(E_\lambda)=\sum_i\tilde f_i\,p(\theta_i)\) for every polynomial \(p\) of degree at most \(2M-1\). Subtracting it from both sums, with \(F(E)=1/(z-E)\),
\[
|G-G_M|=\Big|\sum_\lambda f_\lambda(F-p)(E_\lambda)-\sum_i\tilde f_i(F-p)(\theta_i)\Big|\le2\max_E|F-p| .
\]
A good \(p\) comes from the Chebyshev series. Put \(E=E_0+h\cos\vartheta\) and \(\zeta=(z-E_0)/h\), so that \(F=h^{-1}/(\zeta-\cos\vartheta)\). Define \(\rho\) by \(\zeta=(\rho+1/\rho)/2\). The two solutions have product 1, and \(|\rho|=1\) would make \(\zeta\) real, so one has \(|\rho|>1\), and it is the one taken. With \(t=1/\rho\), two geometric series give
\[
1+2\sum_{l\ge1}t^l\cos l\vartheta=\frac1{1-te^{i\vartheta}}+\frac1{1-te^{-i\vartheta}}-1=\frac{1-t^2}{1-2t\cos\vartheta+t^2}=\frac{s}{\zeta-\cos\vartheta},
\]
where the last step multiplies numerator and denominator by \(\rho/2\), and \(s=(\rho-1/\rho)/2\) satisfies \(s^2=\zeta^2-1\). Since \(\cos l\vartheta\) is a polynomial of degree \(l\) in \(\cos\vartheta\), the terms \(l\le2M-1\) define \(p\). The rest is bounded by a geometric sum:
\[
|F-p|\le\frac{2}{h|s|}\,\frac{|\rho|^{-2M}}{1-1/|\rho|}.
\]
Two bounds hold for every real \(\omega\). First, \(|s|^2=|\zeta-1||\zeta+1|\ge(\eta/h)^2\), because each factor is at least \(\mathrm{Im}\,\zeta=\eta/h\). Second, \(\rho=|\rho|e^{i\varphi}\) gives \(\eta/h=\tfrac12(|\rho|-1/|\rho|)\sin\varphi\le\sinh\ln|\rho|\), so \(|\rho|\ge r\) with \(\ln r=\operatorname{arsinh}(2\eta/\Delta)\). The geometric factor decreases as \(|\rho|\) grows, so
\[
|G-G_M|\le\frac4\eta\,\frac{r^{-2M}}{1-1/r}.
\]
In \(S\), unit weight spread over a width \(\Delta\) has a mean height \(1/\Delta\), and the error of \(S\) is at most \(|G-G_M|/\pi\). The demand \(|G-G_M|\le\tau/\Delta\) with a small number \(\tau\) therefore keeps the error of \(S\) below the fraction \(\tau/\pi\) of that height. For \(\eta\ll\Delta\), both \(\ln r\) and \(1-1/r\) are close to \(2\eta/\Delta\). The demand becomes \((2\Delta/\eta^2)\,e^{-4M\eta/\Delta}\le\tau/\Delta\), that is
\[
M\approx\frac{\Delta}{4\eta}\ln\frac{2\Delta^2}{\eta^2\tau}.
\]
The dimension \(N\) does not appear. The step count is set by the number \(\Delta/\eta\) of features that the broadened spectrum can resolve, and a finer k grid leaves the bound unchanged as long as the spectrum stays inside the same interval; the edges of the spectrum themselves can move somewhat with the grid. More bands widen \(\Delta\) and do raise \(M\). The result is a sufficient number in exact arithmetic, and fewer steps may do.

For \(\eta\gg\Delta\) a single step suffices, \(G_1=1/(z-\alpha_1)\), one line at the mean energy. For \(\eta\to0\) the formula diverges, but at most \(N\) orthonormal vectors exist, so the exact recurrence ends by \(M=N\), where the cost with a stored matrix is cubic again. In floating-point arithmetic, a very small \(\eta\) can require more than \(N\) steps.

## Flops and bytes

The flop ratio of the two routes is \(\tfrac53N^3/(MN^2)=5N/(3M)\). The three vectors are not all the memory the iteration needs. If \(Hq\) is formed from a stored matrix, that matrix must still be built and held.

Flops do not convert to time at the peak rate when memory traffic dominates. A stored product uses each triangle element twice, as \(H_{ij}\) and as \(H_{ij}^*\), so it does \(8N^2\) flops while reading about \(8N^2\) bytes, one flop per byte. A machine whose flop rate is ten times its byte rate spends most of the time waiting. The reduction described above has the same weakness, since each product \(Bu\) reads \(8m(m+1)\) bytes, \(\tfrac83N^3\) bytes in all. Two-stage reductions through a band matrix avoid most of this traffic at the price of a second back-transformation.

## The product without the matrix

Storage alone can be avoided by recomputing the matrix elements in every product, but that still takes at least of order \(N^2\) operations. Using the structure of the kernel removes both the storage and the quadratic cost. Take \(n=N_v+N_c=8\) local orbitals per cell, \(\psi_{j\mathbf k}=N_k^{-1/2}\sum_{a\mathbf R}U_{aj}(\mathbf k)e^{i\mathbf k\cdot\mathbf R}\phi_{a\mathbf R}\), and assume a density-density interaction: only products of an orbital with itself are kept, and two such densities interact through a real \(W_{ab}(\mathbf R_1-\mathbf R_2)\). In
\[
K^d=\iint\psi^*_{c\mathbf k}(\mathbf r)\psi_{c'\mathbf k'}(\mathbf r)\,W(\mathbf r,\mathbf r')\,\psi_{v\mathbf k}(\mathbf r')\psi^*_{v'\mathbf k'}(\mathbf r')\,d^3r\,d^3r'
\]
the four states supply \(N_k^{-2}\) and the phase \(e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf R_1-\mathbf R_2)}\). The summand depends only on \(\mathbf R=\mathbf R_1-\mathbf R_2\), so one lattice sum gives \(N_k\):
\[
K^d=\frac1{N_k}\sum_{ab}U^*_{ac}(\mathbf k)U_{ac'}(\mathbf k')\,U_{bv}(\mathbf k)U^*_{bv'}(\mathbf k')\sum_{\mathbf R}W_{ab}(\mathbf R)\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R}.
\]
The exchange term pairs \(\psi^*_{c\mathbf k}\psi_{v\mathbf k}\) at \(\mathbf r\) with \(\psi_{c'\mathbf k'}\psi^*_{v'\mathbf k'}\) at \(\mathbf r'\), so all phases cancel and \(K^x=N_k^{-1}\sum_{ab}U^*_{ac}(\mathbf k)U_{av}(\mathbf k)V_{ab}U_{bc'}(\mathbf k')U^*_{bv'}(\mathbf k')\). Here \(V\) is the lattice sum of the bare interaction with its long-range part removed.

Write the vector as matrices \(X(\mathbf k)\) of size \(N_c\times N_v\), and let \(U_c\), \(U_v\) hold the conduction and valence columns of \(U\). The sums over \(v'c'\mathbf k'\) then separate:
\[
\gamma(\mathbf k')=U_cXU_v^\dagger,\qquad \gamma(\mathbf R)=\frac1{N_k}\sum_{\mathbf k'}e^{i\mathbf k'\cdot\mathbf R}\gamma(\mathbf k'),
\]
\[
\sigma_{ab}(\mathbf R)=-W_{ab}(\mathbf R)\gamma_{ab}(\mathbf R)+2\,\delta_{\mathbf R,0}\,\delta_{ab}\sum_{b'}V_{ab'}\gamma_{b'b'}(0),
\]
\[
(HX)_{cv}(\mathbf k)=(e_{c\mathbf k}-e_{v\mathbf k})X_{cv}+\Big[U_c^\dagger\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\sigma(\mathbf R)\,U_v\Big]_{cv}.
\]
Substituting the first two lines in the third returns \(2K^x-K^d\) term by term. The exchange sits at \(\mathbf R=0\) because it contains the plain average of \(\gamma\) over \(\mathbf k'\) and acts equally at every \(\mathbf k\).

Forming \(\gamma(\mathbf k)\) costs \(nN_cN_v+n^2N_v\) cmadd per k point, and the final projection costs the same if the multiplication by \(U_v\) is done first. The lattice sums are \(2n^2\) fast Fourier transforms. A radix-2 transform of length \(\mathcal L\) has \(\log_2\mathcal L\) levels of \(\mathcal L/2\) butterflies, each with one complex multiplication (6 flops) and two complex additions (4 flops), in all \(5\mathcal L\log_2\mathcal L\). For \(\mathcal L=256\) this is \(5\cdot256\cdot8=10240\), as counted explicitly. Since 20 is not a power of 2, the formula is only an estimate for this grid, and a high one: a transform of length 20 split into the factors 4 and 5 can be done in 256 flops, where the formula gives 432. A real number times a complex one costs 2 flops, and a complex addition 2 more. The product costs
\[
16N_k(nN_cN_v+n^2N_v)+10n^2N_k\log_2N_k+2n^2N_k+4N\quad\text{flops}.
\]
The density-density form is an approximation. A kernel with plane-wave screening has many more intermediate indices than \(n^2\), and its matrix-free product is correspondingly dearer.

This part has derived the storage and operation counts for diagonalization and for Lanczos-Haydock iteration, a sufficient number of steps that does not depend on \(N\), and a product that needs no stored matrix. What remains is to put in the numbers for \(4\times4\times20^3\) and to test the step count on a model insulator.
